# The contact theorem for ions at a planar charged wall

## A decision before the solver is run

A Poisson-Boltzmann calculation of an electrode or a charged wafer surface treats the ions as points. Whether that is tolerable depends on how crowded they become at the surface, where the calculated density is highest. It seems that one must solve the equation to find out. In fact the total ion density at the wall follows from the surface charge by one line of arithmetic:

$$n(0)-n_b=\frac{\sigma^2}{2\varepsilon kT}. \qquad (1)$$

Here $n$ is the number of ions of all kinds per volume, $n_b$ its value far from the wall, $\sigma$ the wall charge per area, $\varepsilon$ the absolute permittivity of the solution, and $kT$ the thermal energy. Multiplied by the volume of an ion, $n(0)$ tells whether point ions will do. These notes derive (1), interpret it, and find where it must be changed.

## Setting and conventions

The wall is flat, at $x=0$, and the solution fills $x>0$. Everything depends on $x$ alone. The potential is $\psi(x)$, the field component along $x$ is $E=-d\psi/dx$, and ions of species $i$ have charge $z_ie$, with $z_i$ carrying the sign. SI equations are used.

The assumptions are these.

- The solution is in equilibrium at uniform temperature, and no current flows.
- The ions are points that feel the mean field and a hard wall, and nothing else.
- The solvent is a continuum of uniform permittivity.
- Far from the wall the solution is neutral and free of field, with densities $n_{ib}$ obeying $\sum_i z_in_{ib}=0$.
- There is no electric field behind the charged surface.

The position $x=0$ is the plane of closest approach of the ion centres. How this fits a real ion, which stops short of the metal, is settled below.

## Force balance of one species

Consider a slab of solution between $x$ and $x+dx$, of unit area. In mean field the ions of species $i$ have the partial pressure of an ideal gas, $kTn_i$; in a solvent this is an osmotic pressure. The pressure difference across the slab pushes the ions with force $-kT\,dn_i$ along $x$. The field pulls them with force $z_ien_iE\,dx$. In equilibrium the sum is zero:

$$kT\frac{dn_i}{dx}=z_ien_iE. \qquad (2)$$

Dividing by $kTn_i$ and using $E=-d\psi/dx$ gives

$$\frac{d\ln n_i}{dx}=-\frac{z_ie}{kT}\frac{d\psi}{dx}.$$

With $\psi=0$ far away, integration gives the Boltzmann law

$$n_i=n_{ib}\,e^{-z_iy},\qquad y=\frac{e\psi}{kT}. \qquad (3)$$

Inserted into Poisson's equation, (3) yields the Poisson-Boltzmann equation,

$$\varepsilon\frac{d^2\psi}{dx^2}=-\sum_iz_ie\,n_{ib}\,e^{-z_iy}.$$

The proof does not need its solution. It needs (2) and Poisson's equation.

## From force to stress

Sum (2) over all species. On the left appears the total density $n=\sum_in_i$, on the right the charge density $\rho=\sum_iz_ien_i$:

$$kT\frac{dn}{dx}=\rho E. \qquad (4)$$

Poisson's equation for uniform permittivity is $\rho=\varepsilon\,dE/dx$. Hence

$$\rho E=\varepsilon E\frac{dE}{dx}=\frac{d}{dx}\left(\frac{\varepsilon E^2}{2}\right),$$

by the chain rule. The electric force density is thus itself a derivative, and (4) becomes

$$\frac{d}{dx}\left(kTn-\frac{\varepsilon E^2}{2}\right)=0. \qquad (5)$$

The bracket has the same value at every $x$. Far away $E=0$ and $n=n_b$, so that value is $kTn_b$, and

$$n(x)-n_b=\frac{\varepsilon E(x)^2}{2kT}. \qquad (6)$$

This local statement is stronger than the theorem: wherever the field is known, so is the total density.

Now apply Gauss's law to a thin box enclosing unit area of the wall. If the field just behind the surface is $E_w$, in a medium of permittivity $\varepsilon_w$, then

$$\varepsilon E(0^+)-\varepsilon_wE_w=\sigma. \qquad (7)$$

By assumption $E_w=0$, so $E(0^+)=\sigma/\varepsilon$. Equation (6) at the wall reads

$$n(0)-n_b=\frac{\varepsilon}{2kT}\,\frac{\sigma^2}{\varepsilon^2}=\frac{\sigma^2}{2\varepsilon kT},$$

which is (1).

Equation (7) also shows what happens when the assumption fails. At an oxide on a semiconductor, for instance, field lines may continue into the solid. Then $\sigma$ in (1) is replaced by $\sigma+\varepsilon_wE_w$, the part of the charge balance that the solution has to screen.

## What the theorem says about forces

The electric force on the whole ion cloud, per area, is

$$\int_0^\infty\rho E\,dx=\left[\frac{\varepsilon E^2}{2}\right]_0^\infty=-\frac{\sigma^2}{2\varepsilon}.$$

The minus sign means a pull towards the wall, whatever the sign of $\sigma$. The factor one half arises because the cloud screens itself: its innermost ions feel the full field $\sigma/\varepsilon$, its outermost ions almost none. The ions do not collapse onto the wall because their pressure there exceeds the bulk pressure by this same amount.

The wall feels the reaction. The cloud pulls it towards the solution with $+\sigma^2/2\varepsilon$, while the ions press on it with $-kTn(0)$. The sum is $-kTn_b$, the ordinary osmotic pressure of the bulk. A single charged wall is therefore pushed no harder than a neutral one.

## What the theorem leaves open

Equation (1) fixes the sum over species, not the share of each. For the shares one needs the wall potential. Put (3) into (1), with $y_0=y(0)$:

$$\sum_in_{ib}\left(e^{-z_iy_0}-1\right)=\frac{\sigma^2}{2\varepsilon kT}\equiv X.$$

For a 1:1 salt with density $n_0$ of each ion, $n_b=2n_0$ and the left side is

$$n_0(e^{-y_0}+e^{y_0}-2)=2n_0(\cosh y_0-1)=4n_0\sinh^2\frac{y_0}{2}.$$

Solving for the potential,

$$|y_0|=2\,\mathrm{arsinh}\sqrt{\frac{X}{4n_0}}, \qquad (8)$$

with the sign of $y_0$ equal to that of $\sigma$. The counterions then have density $n_0e^{|y_0|}$ at the wall and the co-ions $n_0e^{-|y_0|}$.

**Weak charge.** For $|y|\ll1$ the Poisson-Boltzmann equation of the 1:1 salt becomes $d^2\psi/dx^2=\kappa^2\psi$ with $\kappa^2=2n_0e^2/(\varepsilon kT)$. The solution $\psi=\psi_0e^{-\kappa x}$ has $E(0)=\kappa\psi_0$, so $\psi_0=\sigma/(\varepsilon\kappa)$. If the densities are also taken to first order, their sum is $\sum_in_{ib}(1-z_iy)=n_b$, by neutrality of the bulk: no excess at all. The excess is of second order, $2n_0(\cosh y_0-1)\approx n_0y_0^2$, and

$$n_0y_0^2=n_0\left(\frac{e\sigma}{\varepsilon\kappa kT}\right)^2
=\frac{n_0e^2\sigma^2}{\varepsilon^2(kT)^2}\cdot\frac{\varepsilon kT}{2n_0e^2}=\frac{\sigma^2}{2\varepsilon kT}.$$

The linear potential is thus good enough for the theorem at weak charge, provided that the densities are expanded one order further.

**Strong charge.** For $X\gg n_b$ the co-ions are nearly absent near the wall, and the density there is $n\approx\varepsilon E^2/(2kT)$. Take $\sigma>0$ and monovalent counterions, so that $\rho\approx-en$. Poisson's equation becomes

$$\frac{dE}{dx}=-\frac{e}{\varepsilon}\,\frac{\varepsilon E^2}{2kT}=-\frac{eE^2}{2kT},
\qquad\text{so}\qquad \frac{d}{dx}\frac1E=\frac{e}{2kT}.$$

With $E(0)=\sigma/\varepsilon$ this gives

$$E(x)=\frac{\sigma/\varepsilon}{1+x/b},\qquad b=\frac{2\varepsilon kT}{e\sigma}. \qquad (9)$$

In this limit half of the field is gone at the Gouy-Chapman length $b$, which does not depend on the salt concentration. With more salt, so that $X\gg n_b$ no longer holds, the field falls faster.

## A silver electrode in dilute fluoride

Take a positively charged silver electrode in aqueous sodium fluoride. The metal matters in two ways: it has no static field inside, so $E_w=0$, and it acts on ions by image forces, which are considered later. The inputs are rough typical values: 10 mmol/L of salt, $\sigma=3.0$ µC/cm², 298.15 K and a relative permittivity of 78.4.

It is convenient to count the wall charge in elementary charges, $s=\sigma/e=0.1872$ nm⁻², and to use the Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)=0.7149$ nm. Since $e^2/(\varepsilon kT)=4\pi l_B$,

$$X=\frac{e^2s^2}{2\varepsilon kT}=2\pi l_Bs^2=2\pi(0.7149)(0.1872)^2\ \text{nm}^{-3}\approx0.157\ \text{nm}^{-3}.$$

The bulk holds $n_b=0.0120$ nm⁻³, both ions counted. The contact density is therefore $0.0120+0.1575=0.1695$ nm⁻³, or 0.28 mol/L, which is 14 times the bulk value. The field at the wall is 0.43 MV/cm, and the pull on the cloud, $\sigma^2/2\varepsilon$, is 648 kPa.

For the potential, (8) with $n_0=0.00602$ nm⁻³ gives

$$y_0=2\,\mathrm{arsinh}\sqrt{\frac{0.1575}{0.0241}}=2\,\mathrm{arsinh}(2.56)=3.34.$$

With $kT/e=25.69$ mV this is 85.7 mV. The fluoride density at contact is 0.1693 nm⁻³ and that of sodium 0.0002 nm⁻³, so the excess is almost wholly fluoride. The linear theory would give $y_0=4\pi l_Bs/\kappa=5.1$ with the Debye length $1/\kappa=3.04$ nm, about 50 % above the nonlinear value.

The profile needs numerical work. Poisson's equation and the balances (2) were integrated as an initial-value problem from the far tail inwards, until the field reached $\sigma/\varepsilon$; that point is the wall. The density excess is 0.0404 nm⁻³ at 1 nm, 0.0071 nm⁻³ at 3 nm and 0.0009 nm⁻³ at 6 nm.

By (6) the field goes as the square root of the excess. At 1 nm it has fallen to $\sqrt{0.0404/0.1575}=0.51$ of its wall value. The strong-charge law (9), with $b=1.19$ nm, gives $1/(1+1/1.19)=0.54$. The salt accounts for the difference. Let $\Delta=n-n_b$ be the local excess. The product of the two ion densities is $n_0^2$ by (3) and their sum is $2n_0+\Delta$, so their difference is

$$\sqrt{(2n_0+\Delta)^2-4n_0^2}=\sqrt{\Delta^2+4n_0\Delta}>\Delta.$$

The screening charge is thus larger than (9) assumes, and the field falls faster.

## Other salts at the same charge

Hold $|\sigma|$, $\varepsilon$ and $T$ fixed and change the salt. The same integration gives these densities in nm⁻³:

| Salt and wall | Contact | Excess |
|---|---|---|
| 1:1, 10 mmol/L, $\sigma>0$ | 0.1695 | 0.1575 |
| 1:1, 100 mmol/L, $\sigma>0$ | 0.2779 | 0.1575 |
| 2:1, 10 mmol/L, $\sigma>0$ | 0.1755 | 0.1575 |
| 2:1, 10 mmol/L, $\sigma<0$ | 0.1755 | 0.1575 |

The 2:1 salt has divalent cations and monovalent anions. Its last two rows agree although the counterions are monovalent in one and divalent in the other. The theorem counts particles because each particle contributes $kT$ to the pressure, whatever its charge. The wall potential and the width of the cloud do depend on the valence.

## Two walls: what "bulk" has to mean

In the proof, the bulk entered as a place where $E=0$. Between two equal, parallel walls in equilibrium with a salt reservoir, symmetry makes the field vanish at the midplane. Equation (5) then gives

$$n(0)-n_m=\frac{\sigma^2}{2\varepsilon kT},$$

where $n_m$ is the midplane density. It differs from the reservoir density $n_b$ when the two clouds overlap.

As an example, keep the charge and salt of the silver case and let the midplane potential be $y_m=1$. Then $n_m=2n_0\cosh1=0.0186$ nm⁻³. Integration from the midplane to the wall gives a gap of 9.7 nm. The wall density exceeds $n_m$ by 0.1575 nm⁻³ but exceeds the reservoir density by 0.1640 nm⁻³.

The surplus has a mechanical meaning. On its inner face each wall feels the pressure $kTn(0)$ less the pull $\sigma^2/2\varepsilon$, which leaves $kTn_m$. The reservoir on the outer face supplies $kTn_b$. The walls are thus pushed apart with $kT(n_m-n_b)$. In proportion to the 648 kPa that belong to 0.1575 nm⁻³, the surplus of 0.0065 nm⁻³ amounts to about 27 kPa.

## Ions that take up room

Let each ion occupy one cell of volume $a^3$ on a lattice, as in the Bikerman model. The chemical potential, apart from the electric energy, is

$$\mu_i=kT\ln\frac{a^3n_i}{1-a^3n}.$$

Equilibrium requires $d\mu_i/dx=z_ieE$. Multiply by $n_i$ and sum. The right side is $\rho E$ as before. On the left,

$$\sum_in_i\frac{d\mu_i}{dx}=kT\left(1+\frac{a^3n}{1-a^3n}\right)\frac{dn}{dx}=\frac{kT}{1-a^3n}\frac{dn}{dx}.$$

Integrating from the wall to the bulk, with $\rho E$ treated as in (5), gives

$$\frac{1}{a^3}\ln\frac{1-a^3n_b}{1-a^3n(0)}=X,$$

$$n(0)-n_b=(1-a^3n_b)\,\frac{1-e^{-a^3X}}{a^3}. \qquad (10)$$

For $a^3X\ll1$ and $a^3n_b\ll1$ this returns to (1). With a rough hydrated diameter $a=0.70$ nm, the silver example has $a^3X=0.054$, and (10) lowers the contact density to 0.165 nm⁻³, by 2.8 %. The opening decision is thus in favour of point ions here, as far as crowding is concerned.

Within this model, and for a dilute bulk ($a^3n_b\ll1$), crowding becomes a leading effect when $a^3X\approx1$, that is at $\sigma\approx\sqrt{2\varepsilon kT/a^3}$. With $\varepsilon$, $T$ and $a$ held at the values above, this is $3.0/\sqrt{0.054}\approx13$ µC/cm². A constant $\varepsilon$ is not safe at such a charge. With the saturation factor of the last section, $X$ is replaced by $\int E\,dD/kT$, with $D$ the electric displacement; the threshold then falls to about 11 µC/cm², where the permittivity at the wall is about half its bulk value.

## The gap next to the metal

Ion centres stop at a distance of about $a/2=0.35$ nm from the metal. In this compact layer there is no ionic charge, so $\varepsilon E$ is the same on both of its sides, even if its permittivity differs from that of the solution. At the plane of closest approach the field in the solution is still $\sigma/\varepsilon$, and (1) holds there.

The voltage does change. For a rough relative permittivity of 10, the layer adds $\sigma a/(2\cdot10\,\varepsilon_0)=119$ mV, more than the 85.7 mV of the ion cloud. This comparison rests on the assumed permittivity, which corresponds to a layer capacitance of 25 µF/cm²; above 35 µF/cm² the order is reversed. Values reported for silver near its point of zero charge are higher, roughly 60 to 110 µF/cm², for which the layer adds only 50 to 27 mV. At fixed electrode charge the contact density is unaffected. At fixed voltage the layer reduces $\sigma$, and the contact density with it.

## The pull of the metal on each ion

An ion near a metal is attracted by its own image, a force absent from the mean field. Let $W(x)$ be the energy of this attraction, the same for both monovalent ions. The balance (4) becomes

$$kT\frac{dn}{dx}=\rho E-n\frac{dW}{dx}.$$

Integrating from $0$ to $\infty$,

$$kT[n_b-n(0)]=-\frac{\sigma^2}{2\varepsilon}-\int_0^\infty n\frac{dW}{dx}dx,$$

$$n(0)-n_b=X+\frac{1}{kT}\int_0^\infty n\frac{dW}{dx}\,dx. \qquad (11)$$

Attraction means that $W$ rises with distance, so the contact density increases.

For an estimate, place the ion at distance $h=x+a/2$ from the metal. Its opposite image lies at distance $2h$, and the force is $e^2/[4\pi\varepsilon(2h)^2]$. Integrated from infinity, this gives the energy $-e^2/(16\pi\varepsilon h)=-kT\,l_B/(4h)$. Screening by the bulk salt over the path $2h$ multiplies it by $e^{-2\kappa h}$. At contact $W=-0.41\,kT$.

The balances with this $W$ were integrated together with Poisson's equation, and the starting distance was adjusted until Gauss's law held at the wall. The last term of (11) is then 0.050 nm⁻³, and the contact density rises from 0.170 to 0.219 nm⁻³, by 29 %. The ions near the wall are far denser than the bulk and screen the image more strongly; with $\kappa$ taken from the local density the rise is only about 15 %. This is a size, not a correction to be applied: the estimate takes the solution as a uniform dielectric up to the metal and ignores the compact layer in the image force. That layer can reverse the sign. An ion in water is repelled by a region of lower permittivity, and for a layer 0.35 nm thick with the relative permittivity of 10 used above, this repulsion outweighs the attraction of the metal over the first few nanometres. $W$ then falls with distance, and by (11) the contact density decreases. The size of the decrease is not fixed by this model, because the repulsion diverges as the ion centre reaches the sharp dielectric boundary: it is about 60 % if the centres stop 0.1 nm from the boundary and 30 % for 0.2 nm. For a layer permittivity of 30 the repulsive range shrinks to less than 1 nm.

## The model beside the real electrode

Fluoride is a natural choice because it adsorbs weakly on silver; an anion that binds chemically would bring a further energy into (11), with its slope weighted by the density of that anion alone. In the estimates made here for the dilute case, the image force changes the contact density at fixed charge the most, but the sign of the change depends on the compact layer. Dielectric saturation is smaller: a Langevin-type factor $3(\coth u-1/u)/u$, with $u=E/E_s$ and a rough field scale $E_s=0.70$ MV/cm, lowers the permittivity at the wall by 2.5 %. Correlations between ions are governed by the ratio of their Coulomb energy at distance $b$ to $kT$, which is $l_B/b=0.60$. For counterions of valence $z$ the energy grows as $z^2$ and $b$ shrinks as $1/z$, so the ratio grows as $z^3$. For divalent counterions it would be 4.8, and the mean-field profile is then doubtful.

A silver plating bath is a different case. It is far more concentrated, contains complexed silver ions, and carries current, so the equilibrium balance (2) fails for the reacting species. Concentration alone already matters. For a 1:1 salt at 1 mol/L, with the same $\sigma$ and $a$, $a^3n_b=0.41$, and the factor $1-a^3n_b$ in (10) cuts the excess to about 0.09 nm⁻³, against 0.157 nm⁻³ from (1). This reduction belongs to the lattice model. If the ions are hard spheres of the same diameter $a$, the wall has to balance the full osmotic pressure $P$ of the bulk, and the excess is $X+P/kT-n_b$, which at this concentration is larger than $X$, because the hard-sphere part of $P$ far outweighs its negative electrostatic part. Even the sign of the size correction thus depends on the model, and (1) should not be relied on for such a bath.
